# Ramsey's nuclear shielding terms and their reduction to Lamb's atomic formula

Before computing a nuclear shielding one must decide whether a ground-state density is enough, or whether the response of the wavefunction to the magnetic field is needed too. For an atom in an S state the density suffices: the shielding is an average of $1/r$. For a molecule the response is in general needed, and with it comes a second decision, how to treat the arbitrary origin of the vector potential in a finite basis. The theorem below settles the first question and shows what is at stake in the second.

## Setting and definition

Atomic units are used, with electron charge $-1$. Since $1/4\pi\varepsilon_0=1$ and $c=1/\alpha$, the magnetic constant is $\mu_0/4\pi=1/c^2=\alpha^2$. The assumptions are:

1. The nuclei are fixed, the electrons are nonrelativistic, and spin-orbit coupling is absent.
2. Without magnetic fields the Hamiltonian $H$ has multiplicative potentials. Its ground state $|0\rangle$ has a spatial part that is nondegenerate and chosen real.
3. The applied field $\mathbf B$ is uniform and weak. The nucleus $N$ carries a point moment $\mathbf m$, kept to first order.

For each electron let $\mathbf r_N$ be its position relative to $N$, and $\mathbf r_O$ its position relative to a freely chosen gauge origin $O$. Sums $\sum$ without an index run over electrons. Define

$$\mathbf L_O=\sum \mathbf r_O\times\mathbf p,\qquad \mathbf M=\sum\frac{\mathbf r_N\times\mathbf p}{r_N^3}.$$

A bare moment has energy $-\mathbf m\cdot\mathbf B$. The electrons add a term bilinear in the two vectors, which defines the shielding tensor:

$$E_{\rm bilinear}=-\mathbf m\cdot\mathbf B+\sum_{ij}B_i\,\sigma_{ij}\,m_j,\qquad \sigma_{ij}=\frac{\partial^2E_{\rm el}}{\partial B_i\,\partial m_j}\bigg|_{0}.$$

The first index belongs to the field and the second to the moment. A positive $\sigma$ means that the nucleus feels less than the applied field.

## Theorem

**(a) Ramsey's formula.** Under assumptions 1–3, $\sigma=\sigma^d+\sigma^p$ with

$$\sigma^d_{ij}=\frac{\alpha^2}{2}\Big\langle0\Big|\sum\frac{\delta_{ij}\,\mathbf r_O\cdot\mathbf r_N-r_{N,i}\,r_{O,j}}{r_N^3}\Big|0\Big\rangle,$$

$$\sigma^p_{ij}=-\alpha^2\,{\rm Re}\sum_{n\neq0}\frac{\langle0|L_{O,i}|n\rangle\langle n|M_j|0\rangle}{E_n-E_0}.$$

The sum over $n$ includes the continuum.

**(b) Gauge origin.** Moving $O$ changes $\sigma^d$ and $\sigma^p$ by opposite amounts.

**(c) Lamb's formula.** For an atom whose ground state has total orbital angular momentum $L=0$,

$$\sigma_{ij}=\delta_{ij}\,\sigma,\qquad \sigma=\frac{\alpha^2}{3}\Big\langle\sum\frac1r\Big\rangle .$$

## Lemma 1: the magnetic terms of the Hamiltonian

The vector potentials of the field and of the moment are

$$\mathbf A_B=\tfrac12\mathbf B\times\mathbf r_O,\qquad \mathbf A_m=\alpha^2\,\frac{\mathbf m\times\mathbf r_N}{r_N^3}.$$

Both are divergence-free: $\nabla\cdot(\mathbf c\times\mathbf v)=-\mathbf c\cdot(\nabla\times\mathbf v)$ for constant $\mathbf c$, and both $\mathbf r_O$ and $\mathbf r_N/r_N^3$ are gradients, so their curls vanish. Hence $\mathbf p\cdot\mathbf A=\mathbf A\cdot\mathbf p$. For charge $-1$ the kinetic energy of one electron is

$$\tfrac12(\mathbf p+\mathbf A)^2=\tfrac12p^2+\mathbf A\cdot\mathbf p+\tfrac12A^2,\qquad \mathbf A=\mathbf A_B+\mathbf A_m .$$

Cyclic permutation of the triple products gives the linear terms,

$$\mathbf A_B\cdot\mathbf p=\tfrac12\mathbf B\cdot(\mathbf r_O\times\mathbf p),\qquad \mathbf A_m\cdot\mathbf p=\alpha^2\,\mathbf m\cdot\frac{\mathbf r_N\times\mathbf p}{r_N^3}.$$

In $\tfrac12A^2$ the cross term is $\mathbf A_B\cdot\mathbf A_m$, the factor $\tfrac12$ being cancelled by the two equal products. The identity $(\mathbf a\times\mathbf b)\cdot(\mathbf c\times\mathbf d)=(\mathbf a\cdot\mathbf c)(\mathbf b\cdot\mathbf d)-(\mathbf a\cdot\mathbf d)(\mathbf b\cdot\mathbf c)$ turns it into

$$\mathbf A_B\cdot\mathbf A_m=\frac{\alpha^2}{2}\,\frac{(\mathbf B\cdot\mathbf m)(\mathbf r_O\cdot\mathbf r_N)-(\mathbf B\cdot\mathbf r_N)(\mathbf r_O\cdot\mathbf m)}{r_N^3}.$$

Summed over electrons, this is $\sum_{ij}B_iQ_{ij}m_j$ with

$$Q_{ij}=\frac{\alpha^2}{2}\sum\frac{\delta_{ij}\,\mathbf r_O\cdot\mathbf r_N-r_{N,i}r_{O,j}}{r_N^3}.$$

**Remark on spin.** The spin Zeeman energy is proportional to $\mathbf S\cdot\mathbf B$. Without spin-orbit coupling, $\mathbf S$ maps the ground spin multiplet into itself, so $\langle n|\mathbf S|0\rangle=0$ for every state $n$ outside it. The spin Zeeman term therefore adds nothing to the sum over excited states. The moment $\mathbf m$ also couples to each electron spin, through an operator of the form (real function of $\mathbf r_N$) times $\mathbf s$, and its cross term with $\tfrac12\mathbf B\cdot\mathbf L_O$ must be checked. From a singlet this operator leads only to triplets, which the spin-free $\mathbf L_O$ cannot reach. For one electron, with real spatial functions, its spatial matrix elements are real while those of $\mathbf L_O$ are imaginary, so the two conjugate products cancel. In both cases the cross term vanishes. For any other spin multiplet, time reversal gives the same result. Within the multiplet the cross term could only be linear in each of $\mathbf B$, $\mathbf m$ and $\mathbf S$. All three change sign under time reversal, so such a term would be odd, whereas the energy operator must be even. In a singlet $\mathbf S|0\rangle=0$ as well. In the hydrogen atom, a doublet, the electron spin also couples directly to the nuclear moment. This hyperfine coupling acts within the multiplet and is a separate term of the spin Hamiltonian; here $\sigma$ means the orbital shielding.

## Proof of (a)

Let $|\psi_B\rangle$ be the ground state in the field $\mathbf B$ with $\mathbf m=0$. First-order perturbation theory in $\mathbf m$ gives

$$\frac{\partial E_{\rm el}}{\partial m_j}\bigg|_{m=0}=\langle\psi_B|\,\alpha^2M_j+\sum_iB_iQ_{ij}\,|\psi_B\rangle .$$

The term in $A_m^2$ is of second order in $\mathbf m$ and does not enter. To first order in $\mathbf B$ the perturbation is $\tfrac12\mathbf B\cdot\mathbf L_O$, so

$$|\psi_B\rangle=|0\rangle-\frac12\sum_iB_i\sum_{n\ne0}|n\rangle\frac{\langle n|L_{O,i}|0\rangle}{E_n-E_0}+O(B^2).$$

Now differentiate with respect to $B_i$ at $\mathbf B=0$. The explicit $B_i$ gives $\langle0|Q_{ij}|0\rangle=\sigma^d_{ij}$. The change of the bra and the ket gives

$$-\frac{\alpha^2}{2}\sum_{n\ne0}\frac{\langle0|L_{O,i}|n\rangle\langle n|M_j|0\rangle+\langle0|M_j|n\rangle\langle n|L_{O,i}|0\rangle}{E_n-E_0}.$$

Both operators are Hermitian; for $M_j$ this holds because $\mathbf r_N\times\mathbf p$ generates rotations about $N$ and commutes with $r_N^{-3}$. The two products are therefore complex conjugates, their sum is twice the real part, and the expression equals $\sigma^p_{ij}$. ∎

**Physical meaning.** For one electron in state $\psi_B$, with $\rho=|\psi_B|^2$, the electric current density is

$$\mathbf j=-\big[{\rm Im}(\psi_B^*\nabla\psi_B)+\rho\,\mathbf A_B\big],$$

the minus sign being the electron charge. The energy linear in $\mathbf m$ is the expectation value of $\mathbf A_m\cdot(\mathbf p+\mathbf A_B)$, that is

$$-\int\mathbf A_m\cdot\mathbf j\,d^3r=-\mathbf m\cdot\mathbf B_{\rm ind},\qquad \mathbf B_{\rm ind}=\alpha^2\int\frac{\mathbf r_N\times\mathbf j}{r_N^3}\,d^3r .$$

The last integral is the Biot–Savart field at the nucleus, since the vector from the current element to $N$ is $-\mathbf r_N$ and $\mathbf j\times(-\mathbf r_N)=\mathbf r_N\times\mathbf j$. Comparison with the definition gives $B_{{\rm ind},j}=-\sum_iB_i\sigma_{ij}$. The part $-\rho\mathbf A_B$ of the current produces $\sigma^d$, and the part from the phase of $\psi_B$ produces $\sigma^p$. For several electrons the contributions add. This gives an independent road to $\sigma$, which the numerical check follows by diagonalizing in a small finite field.

## Proof of (b)

Shift the origin by $\mathbf d$, so that $\mathbf r_O\to\mathbf r_O-\mathbf d$. From the formula for $\sigma^d$,

$$\Delta\sigma^d_{ij}=-\frac{\alpha^2}{2}\Big\langle\sum\frac{\delta_{ij}\,\mathbf d\cdot\mathbf r_N-r_{N,i}d_j}{r_N^3}\Big\rangle .$$

With $\mathbf P=\sum\mathbf p$ and $\mathbf R=\sum\mathbf r$, the angular momentum changes by $-\mathbf d\times\mathbf P$. Hence

$$\Delta\sigma^p_{ij}=+\alpha^2\,{\rm Re}\sum_{n\neq0}\frac{\langle0|(\mathbf d\times\mathbf P)_i|n\rangle\langle n|M_j|0\rangle}{E_n-E_0}.$$

Multiplicative potentials commute with $\mathbf R$, and $[\tfrac12p^2,\mathbf r]=-i\mathbf p$, so $\mathbf P=i[H,\mathbf R]$ and

$$\langle0|\mathbf P|n\rangle=i(E_0-E_n)\langle0|\mathbf R|n\rangle .$$

The energy denominators cancel and leave a factor $-i$. The missing term $n=0$ may be added, because $M_j$ is Hermitian and purely imaginary, which makes its expectation value in a real state zero. Closure then gives

$$\Delta\sigma^p_{ij}=-\alpha^2\,{\rm Re}\,\big\{i\langle(\mathbf d\times\mathbf R)_iM_j\rangle\big\}=-\frac{i\alpha^2}{2}\big\langle[(\mathbf d\times\mathbf R)_i,M_j]\big\rangle ,$$

where the real part was written as half the sum of the number and its conjugate. Operators of different electrons commute. For one electron, with $[r_b,p_k]=i\delta_{bk}$ and repeated indices summed,

$$[\epsilon_{iab}d_ar_b,\ \epsilon_{jck}r_{N,c}p_k]=i\,\epsilon_{iab}\epsilon_{jcb}\,d_ar_{N,c}=i(\delta_{ij}\,\mathbf d\cdot\mathbf r_N-r_{N,i}d_j),$$

by $\epsilon_{iab}\epsilon_{jcb}=\delta_{ij}\delta_{ac}-\delta_{ic}\delta_{aj}$. The factor $r_N^{-3}$ commutes with positions and is carried along. Since $-i\cdot i=1$,

$$\Delta\sigma^p_{ij}=+\frac{\alpha^2}{2}\Big\langle\sum\frac{\delta_{ij}\,\mathbf d\cdot\mathbf r_N-r_{N,i}d_j}{r_N^3}\Big\rangle=-\Delta\sigma^d_{ij}.\qquad ∎$$

The names diamagnetic and paramagnetic thus label a division that depends on $O$; the sum is the physical quantity. The proof used closure and the commutator with $H$, and a finite basis need not respect either.

**London orbitals.** A remedy is to give each basis function $\chi_\mu$, centred at $\mathbf R_\mu$, a phase:

$$\omega_\mu=e^{-i\mathbf A_\mu\cdot\mathbf r}\chi_\mu,\qquad \mathbf A_\mu=\tfrac12\mathbf B\times(\mathbf R_\mu-\mathbf O).$$

Because $\mathbf p$ acting on the phase yields $-\mathbf A_\mu$,

$$(\mathbf p+\mathbf A_B)\,\omega_\mu=e^{-i\mathbf A_\mu\cdot\mathbf r}\big[\mathbf p+\tfrac12\mathbf B\times(\mathbf r-\mathbf R_\mu)\big]\chi_\mu ,$$

and $O$ has left the bracket. In integrals over $\omega_\mu^*\omega_\nu$ the phases combine to $e^{i(\mathbf A_\mu-\mathbf A_\nu)\cdot\mathbf r}$, with $\mathbf A_\mu-\mathbf A_\nu=\tfrac12\mathbf B\times(\mathbf R_\mu-\mathbf R_\nu)$, which is also free of $O$. The same holds for each such pair in the repulsion integrals. All matrix elements, and so the variational result, are independent of $O$ in any finite basis. This removes the origin dependence, not the other errors of a small basis.

## Proof of (c)

Place $O$ at the nucleus, so that $\mathbf r_O=\mathbf r_N=\mathbf r$ and $\mathbf L_O=\mathbf L$. For $L=0$ we have $\langle0|\mathbf L^2|0\rangle=\sum_i\|L_i|0\rangle\|^2=0$, hence $L_i|0\rangle=0$ for each $i$. Every numerator in $\sigma^p$ contains $\langle0|L_i|n\rangle=0$, and $\sigma^p$ vanishes.

It is the total $\mathbf L$ that annihilates the state. In a correlated state a single electron's $\mathbf l_1$ in general does not: for a correlated S-type trial function at a sample point, the program finds $|l_{1x}\psi/\psi|=0.0775$ while the total gives zero. For two electrons $\mathbf l_2\psi=-\mathbf l_1\psi$, so $\mathbf M\psi=(r_1^{-3}-r_2^{-3})\,\mathbf l_1\psi$ need not vanish either. The paramagnetic term is zero because the uniform field couples to the total.

The diamagnetic term is now

$$\sigma^d_{ij}=\frac{\alpha^2}{2}\Big\langle\sum\frac{\delta_{ij}r^2-r_ir_j}{r^3}\Big\rangle .$$

A state with $L=0$ is unchanged by rotations, so its density is spherical. The averages of $r_ir_j/r^3$ then vanish for $i\ne j$ and are equal for $i=j$. Their trace is $\langle\sum1/r\rangle$, so each diagonal element is one third of it, and

$$\sigma^d_{ij}=\frac{\alpha^2}{2}\Big(1-\frac13\Big)\delta_{ij}\Big\langle\sum\frac1r\Big\rangle=\frac{\alpha^2}{3}\,\delta_{ij}\Big\langle\sum\frac1r\Big\rangle .\qquad ∎$$

**Where it fails.** An atom with $L\neq0$ has a degenerate ground level, against assumption 2. Its states can carry an orbital current without any applied field, and the field of that current at the nucleus is not a shielding proportional to $\mathbf B$. In a molecule, $\mathbf L_O$ does not in general annihilate the ground state, and $\sigma^p$ must be computed.

## Hydrogen

With $\psi=e^{-r}/\sqrt\pi$,

$$\Big\langle\frac1r\Big\rangle=4\int_0^\infty r\,e^{-2r}dr=4\cdot\frac14=1,\qquad \sigma=\frac{\alpha^2}{3}=\frac{5.32514\times10^{-5}}{3}=17.75\ {\rm ppm}.$$

The Biot–Savart integral over the current computed in a Gaussian basis gives 17.7501 ppm, against 17.7505 ppm from the formula. Moving the gauge origin by 1 bohr leaves it at 17.7501 ppm. For a spherical density even the separate shifts in (b) vanish, since $\langle\mathbf r/r^3\rangle=0$.

## Helium

The charge $Z$ enters the Hamiltonian through $-Z\sum1/r$, so the Hellmann–Feynman theorem gives $\langle\sum1/r\rangle=-\partial E/\partial Z$. A first estimate takes both electrons in the normalized orbital proportional to $e^{-\zeta r}$. Each has kinetic energy $\zeta^2/2$ and $\langle1/r\rangle=\zeta$.

For the repulsion, the potential $\phi$ of one electron's density $\rho=\zeta^3e^{-2\zeta r}/\pi$ obeys $(r\phi)''=-4\pi r\rho=-4\zeta^3re^{-2\zeta r}$. The solution with $r\phi=0$ at the origin and $r\phi\to1$ far away is $r\phi=1-(1+\zeta r)e^{-2\zeta r}$. Averaging $\phi$ over the other electron,

$$4\zeta^3\int_0^\infty r\,e^{-2\zeta r}\big[1-(1+\zeta r)e^{-2\zeta r}\big]dr=4\zeta^3\Big[\frac1{4\zeta^2}-\frac1{16\zeta^2}-\frac{2\zeta}{64\zeta^3}\Big]=\frac58\zeta .$$

The energy is therefore

$$E(\zeta)=\zeta^2-2Z\zeta+\tfrac58\zeta,\qquad \frac{dE}{d\zeta}=0\ \Rightarrow\ \zeta=Z-\frac5{16}=1.6875 .$$

Hence $\langle\sum1/r\rangle=2\zeta=3.3750$ and $\sigma=17.7505\times3.3750=59.91$ ppm.

Better wavefunctions change this little:

| Wavefunction | $\langle\sum1/r\rangle$ (1/bohr) | $\sigma$ (ppm) |
|---|---:|---:|
| Screened product | 3.3750 | 59.908 |
| Hartree–Fock | 3.3745 | 59.900 |
| Full CI, s, p, d functions | 3.3761 | 59.927 |
| Hylleraas, 22 terms | 3.3765 | 59.935 |

The Hylleraas function contains the interelectronic distance explicitly and has the lowest variational energy of the four. Reducing it to 13 terms changes $\sigma$ by 0.002 ppm, and the last digit of the table is not converged. A converged correlated wavefunction gives $\langle\sum1/r\rangle=3.3766$ and 59.937 ppm, the Hartree–Fock limit is 3.3746 and 59.900 ppm, and a larger s, p, d set moves the full CI entry to 59.929 ppm. Electron correlation, taken as the difference between the Hylleraas and Hartree–Fock values, raises the shielding by 0.035 ppm in the table and by 0.037 ppm with the converged values. To one decimal all four give 59.9 ppm. Relativity, nuclear motion and quantum-electrodynamic corrections are left out.

## A molecule, where the response matters

The ion H$_2^+$ at a bond length of 2 bohr has one electron and a nonzero $\sigma^p$. For a field perpendicular to the axis, the program gives, in ppm:

| Gauge origin | $\sigma^d$ | $\sigma^p$ | Sum |
|---|---:|---:|---:|
| Shielded nucleus | 16.549 | −5.540 | 11.008 |
| Midpoint | 9.885 | 1.114 | 11.000 |
| Other nucleus | 3.222 | 7.769 | 10.991 |

With the origin at the shielded nucleus, omitting $\sigma^p$ would overestimate the shielding by about half of its value. At the other two origins in the table $\sigma^p$ is even positive, so its name does not fix its sign. At each origin the sum agrees with the Biot–Savart field of the computed current; this tests the factor and sign of both Ramsey terms.

The shift of $\sigma^d$ can be read physically. For $\mathbf d$ along the axis $z$, part (b) gives $\Delta\sigma^d_{xx}=-(\alpha^2/2)\,d\,\langle z_N/r_N^3\rangle$. The shift of $-13.326$ ppm for $d=2$ bohr implies $\langle z_N/r_N^3\rangle=13.326/53.251=0.250$ in atomic units. This average is the electron's pull on the shielded proton, and it nearly balances the repulsion $1/2^2=0.25$ from the other proton.

The sum still varies by 0.017 ppm, which part (b) excludes for exact states. The remainder comes from the finite basis: analytic integrals in place of the grid leave the table unchanged. The last two digits of $\sigma^p$ are therefore not converged. In a larger basis that includes f and g functions, $\sigma^d$ moves by about 0.001 ppm and $\sigma^p$ by up to 0.01 ppm, to −5.550, 1.114 and 7.778 ppm, and the sum is 10.9995 ppm to within 0.0001 ppm at all three origins.

With s functions alone the failure is gross: the sum is 16.257 ppm with the origin at the shielded nucleus and 7.054 ppm with it at the other (a larger set of s functions gives 16.263 and 7.010 ppm, so adding s functions does not help). All these functions are symmetric about the molecular axis, whereas $L_{O,x}$, for $O$ on the axis, turns such a function into one that is odd in $y$. Its matrix elements within the basis vanish, so $\sigma^p=0$ and nothing compensates the shift of $\sigma^d$. A molecular shielding from a fixed gauge origin therefore needs a basis that can describe the response; London orbitals remove the dependence on the origin, but the response itself must still be represented.

## Numbers as computed

```
alpha^2 = 5.3251354e-05
alpha^2/3 = 17.7505 ppm
H: <1/r> = 1.000000 1/bohr
H: Lamb shielding = 17.7505 ppm
H: from induced current = 17.7501 ppm
H: same, gauge origin moved 1 bohr = 17.7501 ppm
H: paramagnetic sum, size = 0.0000 ppm
H2+: bond length = 2.0 bohr, field perpendicular to axis
H2+: electronic energy = -1.10262 hartree
H2+, origin at shielded nucleus: dia 16.549, para -5.540, sum 11.008, from current 11.008 ppm
H2+, origin at midpoint: dia 9.885, para 1.114, sum 11.000, from current 11.000 ppm
H2+, origin at other nucleus: dia 3.222, para 7.769, sum 10.991, from current 10.991 ppm
H2+: spread of the sum = 0.0171 ppm
H2+: spread of dia alone = 13.326 ppm
H2+, s functions only: sum 16.257 ppm (origin at shielded nucleus), 7.054 ppm (other nucleus)
Correlated S state at a sample point: |l1 psi/psi| = 0.0775, |L psi/psi| = 0.0000
He screened product: exponent = 1.6875 1/bohr, energy = -2.84766 hartree
He screened product: <sum 1/r> = 3.3750 1/bohr, shielding = 59.908 ppm
He Hartree-Fock: energy = -2.86167 hartree, <sum 1/r> = 3.3745 1/bohr
He Hartree-Fock: shielding = 59.900 ppm
He full CI (s,p,d): energy = -2.90270 hartree, <sum 1/r> = 3.3761 1/bohr
He full CI (s,p,d): shielding = 59.927 ppm
He Hylleraas: 22 terms, exponent 1.8 1/bohr
He Hylleraas: energy = -2.90370 hartree, kinetic = 2.90352 hartree
He Hylleraas: <sum 1/r> = 3.3765 1/bohr, -dE/dZ = 3.3765 hartree
He Hylleraas, 13 terms: shielding = 59.933 ppm
He Hylleraas: shielding = 59.935 ppm
```
